# Nonparallelity errors of four methods for symmetric water stretching: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
# Nonparallelity errors (NPE) for the symmetric stretch of H2O in 6-31G.
# Result under test: NPE = max(D) - min(D), D(R) = E_method(R) - E_FCI(R),
# is the largest error in any energy difference between the geometries, and
# each variational error obeys 0 <= D <= <Q psi|H-E|Q psi>/(1 - w_Q), where
# psi is the full CI state, Q projects on the determinants a method omits,
# and w_Q is the weight of psi in them.
# The oxygen 1s orbital is frozen in its RHF form in all correlated methods:
# full CI has 8 electrons in 12 orbitals; the CAS has 8 electrons in 6.
from collections import Counter
from itertools import combinations
import numpy as np
from scipy import constants
from pyscf import gto, scf, ci, cc, mcscf, fci, ao2mo, symm, lib
from pyscf.fci import cistring, spin_op

lib.num_threads(1)
NORB, NELEC, NOCC, NVAL = 12, (4, 4), 4, 6
R_REF, ANGLE = 0.96, 104.5            # angstrom, degrees (rounded inputs)
FACTORS = (1.0, 1.5, 2.0)
METHODS = ("RHF", "CISD", "CCSD", "CCSD(T)", "CASSCF", "MRCISD")

strings = np.asarray(cistring.gen_occslst(range(NORB), NOCC))
n_strings = len(strings)
excited = (strings >= NOCC).sum(axis=1)
external = (strings >= NVAL).sum(axis=1)
cisd_space = excited[:, None] + excited[None, :] <= 2
cas_space = external[:, None] + external[None, :] == 0
mrci_space = external[:, None] + external[None, :] <= 2
full_space = np.ones((n_strings, n_strings), dtype=bool)


def symmetrize(x):
    """Singlet coefficients are unchanged when the two spins are exchanged."""
    return (x + x.T) / 2


class Hamiltonian:
    """Frozen-core Hamiltonian acting on singlet determinant coefficients."""

    def __init__(self, mf, orbitals):
        core, active = orbitals[:, :1], orbitals[:, 1:]
        dm = 2 * core @ core.T
        hcore = np.asarray(mf.get_hcore())
        veff = np.asarray(mf.get_veff(mf.mol, dm))
        self.e_core = mf.mol.energy_nuc() + np.sum(dm * (hcore + veff / 2))
        h1 = active.T @ (hcore + veff) @ active
        self.eri = ao2mo.kernel(mf.mol, active)
        self.h2 = fci.direct_spin1.absorb_h1e(h1, self.eri, NORB, NELEC, 0.5)
        diag = fci.direct_spin1.make_hdiag(h1, self.eri, NORB, NELEC)
        self.diag = symmetrize(np.asarray(diag).reshape(n_strings, n_strings))

    def apply(self, vec):
        vec = np.ascontiguousarray(symmetrize(vec))
        out = fci.direct_spin0.contract_2e(self.h2, vec, NORB, NELEC)
        return np.asarray(out).reshape(n_strings, n_strings)


def lowest_state(ham, space, start, tol):
    """Davidson iteration inside a chosen determinant space."""
    basis, images = [], []
    vec = symmetrize(start * space)
    for _ in range(60):
        vec = vec / np.linalg.norm(vec)
        for _ in range(2):
            for b in basis:
                vec = vec - b * np.vdot(b, vec)
        vec = vec / np.linalg.norm(vec)
        basis.append(vec)
        images.append(ham.apply(vec) * space)
        small = np.array([[np.vdot(b, h) for h in images] for b in basis])
        vals, vecs = np.linalg.eigh((small + small.T) / 2)
        energy, coef = vals[0], vecs[:, 0]
        state = sum(c * b for c, b in zip(coef, basis))
        residual = sum(c * h for c, h in zip(coef, images)) - energy * state
        if np.linalg.norm(residual) < tol:
            return energy, state
        # Without this, rounding asymmetry grows at every iteration.
        vec = symmetrize(residual / np.maximum(ham.diag - energy, 0.05))
    raise RuntimeError("Davidson iteration did not converge")


def omitted_part(ham, state, energy, space):
    """Weight outside the space and the resulting upper bound on the error."""
    q = state * ~space
    weight = np.vdot(q, q)
    bound = (np.vdot(q, ham.apply(q)) - energy * weight) / (1 - weight)
    return weight, bound


def same_spin(m, n):
    return (np.arange(m)[:, None] % 2 == np.arange(n)[None, :] % 2) * 1.0


def spin_antisymmetrized(x):
    """Spatial x[p,q,r,s] (p with r, q with s) to spin-orbital form."""
    for axis in range(4):
        x = x.repeat(2, axis=axis)
    x = x * same_spin(x.shape[0], x.shape[2])[:, None, :, None]
    x = x * same_spin(x.shape[1], x.shape[3])[None, :, None, :]
    return x - x.transpose(0, 1, 3, 2)


def permute_triples(x):
    x = x - x.transpose(1, 0, 2, 3, 4, 5) - x.transpose(2, 1, 0, 3, 4, 5)
    return x - x.transpose(0, 1, 2, 4, 3, 5) - x.transpose(0, 1, 2, 5, 4, 3)


def triples_energy(eri, levels, t1, t2, shifts):
    """Explicit (T) sum; each shift raises all virtual levels."""
    chem = ao2mo.restore(1, eri, NORB)
    g = spin_antisymmetrized(chem.transpose(0, 2, 1, 3))
    o, v = slice(0, 2 * NOCC), slice(2 * NOCC, 2 * NORB)
    s1 = t1.repeat(2, axis=0).repeat(2, axis=1)
    s1 = s1 * same_spin(*s1.shape)
    s2 = spin_antisymmetrized(t2)
    wc = np.einsum("jkae,eibc->ijkabc", s2, g[v, o, v, v], optimize=True)
    wc = wc - np.einsum("imbc,majk->ijkabc", s2, g[o, v, o, o], optimize=True)
    wc = permute_triples(wc)
    wd = permute_triples(np.einsum("ia,jkbc->ijkabc", s1, g[o, o, v, v]))
    e = levels.repeat(2)
    eo, ev = e[o], e[v]
    occ = eo[:, None, None] + eo[None, :, None] + eo[None, None, :]
    vir = ev[:, None, None] + ev[None, :, None] + ev[None, None, :]
    den = occ[:, :, :, None, None, None] - vir[None, None, None]
    product = wc * (wc + wd)
    return [np.sum(product / (den - 3 * s)) / 36 for s in shifts]


records = []
gap_ref = None
for factor in FACTORS:
    r, half = factor * R_REF, np.radians(ANGLE / 2)
    y, z = r * np.sin(half), r * np.cos(half)
    mol = gto.M(atom=[("O", (0, 0, 0)), ("H", (0, y, z)), ("H", (0, -y, z))],
                basis="6-31g", symmetry="C2v", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.irrep_nelec = {"A1": 6, "B1": 2, "B2": 2}
    mf.conv_tol, mf.max_cycle = 1e-11, 200
    mf.kernel()
    assert mf.converged and np.all(mf.mo_occ[:5] == 2)
    rhf_orbitals = np.array(mf.mo_coeff)
    levels = np.array(mf.mo_energy)
    gap = levels[5] - levels[4]
    gap_ref = gap if gap_ref is None else gap_ref

    cisd = ci.CISD(mf, frozen=1)
    cisd.conv_tol, cisd.max_cycle = 1e-9, 200
    cisd.kernel()
    ccsd = cc.CCSD(mf, frozen=1)
    ccsd.conv_tol, ccsd.max_cycle = 1e-8, 300
    ccsd.kernel()
    assert cisd.converged and ccsd.converged
    e_triples = ccsd.ccsd_t()

    mc = mcscf.CASSCF(mf, NVAL, 8)
    mc.frozen = 1
    mc.fcisolver.wfnsym = "A1"
    mc.fix_spin_(ss=0)
    mc.conv_tol, mc.max_cycle_macro = 1e-9, 100
    mc.kernel()
    assert mc.converged
    cas_orbitals = np.array(mc.mo_coeff)
    labels = symm.label_orb_symm(mol, mol.irrep_name, mol.symm_orb,
                                 cas_orbitals[:, 1:1 + NVAL])
    assert sorted(Counter(labels).values()) == [1, 2, 3]

    # The CAS vector occupies the first strings of the larger space.
    ham_cas = Hamiltonian(mf, cas_orbitals)
    ham_rhf = Hamiltonian(mf, rhf_orbitals)
    if factor == FACTORS[0]:
        # The fast singlet routine against the general one.
        rng = np.random.default_rng(1)
        trial = symmetrize(rng.standard_normal((n_strings, n_strings)))
        trial /= np.linalg.norm(trial)
        general = fci.direct_spin1.contract_2e(ham_cas.h2, trial, NORB, NELEC)
        general = np.asarray(general).reshape(n_strings, n_strings)
        assert np.linalg.norm(general - ham_cas.apply(trial)) < 1e-9
    n_cas = int(np.sum(external == 0))
    start = np.zeros((n_strings, n_strings))
    cas_vec = np.asarray(mc.ci).reshape(n_cas, n_cas)
    start[:n_cas, :n_cas] = symmetrize(cas_vec)
    e_embedded = np.vdot(start, ham_cas.apply(start)) + ham_cas.e_core
    assert abs(e_embedded - mc.e_tot) < 1e-6
    e_mrci, mrci_state = lowest_state(ham_cas, mrci_space, start, 1e-4)
    e_fci, fci_state = lowest_state(ham_cas, full_space, mrci_state, 2e-5)
    for state in (mrci_state, fci_state):
        assert abs(spin_op.spin_square0(state, NORB, NELEC)[0]) < 1e-4

    # Rotate the full CI state to RHF orbitals: still an eigenvector there.
    overlap = rhf_orbitals[:, 1:].T @ mol.intor("int1e_ovlp") \
        @ cas_orbitals[:, 1:]
    assert np.allclose(overlap.T @ overlap, np.eye(NORB), atol=1e-7)
    minors = np.linalg.det(overlap[strings[:, None, :, None],
                                   strings[None, :, None, :]])
    rotated = minors @ fci_state @ minors.T
    e_elec_rhf = e_fci + ham_cas.e_core - ham_rhf.e_core
    residual = ham_rhf.apply(rotated) - e_elec_rhf * rotated
    assert abs(np.linalg.norm(rotated) - 1) < 1e-7
    assert np.linalg.norm(residual) < 1e-4

    if factor == FACTORS[-1]:
        guess = np.zeros_like(start)
        guess[0, 0] = 1.0
        e_check, _ = lowest_state(ham_rhf, cisd_space, guess, 1e-4)
        assert abs(e_check + ham_rhf.e_core - cisd.e_tot) < 1e-6

    explicit, shifted = triples_energy(ham_rhf.eri, levels[1:], ccsd.t1,
                                       ccsd.t2, (0.0, gap_ref - gap))
    assert abs(explicit - e_triples) < 1e-6

    total_fci = e_fci + ham_cas.e_core
    energies = dict(zip(METHODS, (
        mf.e_tot, cisd.e_tot, ccsd.e_tot, ccsd.e_tot + e_triples,
        mc.e_tot, e_mrci + ham_cas.e_core)))
    omitted = {
        "CISD": omitted_part(ham_rhf, rotated, e_elec_rhf, cisd_space),
        "CASSCF": omitted_part(ham_cas, fci_state, e_fci, cas_space),
        "MRCISD": omitted_part(ham_cas, fci_state, e_fci, mrci_space)}
    for name, (weight, bound) in omitted.items():
        assert -1e-7 < energies[name] - total_fci < bound + 1e-6
    assert energies["MRCISD"] <= energies["CASSCF"] + 1e-7
    records.append(dict(r=r, fci=total_fci, energies=energies, gap=gap,
                        w_rhf=rotated[0, 0] ** 2, omitted=omitted,
                        triples=e_triples, shifted=shifted))

npe = {}
for name in METHODS:
    errors = [rec["energies"][name] - rec["fci"] for rec in records]
    npe[name] = max(errors) - min(errors)
    pair_errors = [abs((a["energies"][name] - b["energies"][name])
                       - (a["fci"] - b["fci"]))
                   for a, b in combinations(records, 2)]
    assert abs(npe[name] - max(pair_errors)) < 1e-10

hartree = constants.physical_constants["Hartree energy"][0]
to_kcal = hartree * constants.N_A / (1000 * constants.calorie)
print(f"H2O, 6-31G: R_e = {R_REF:.2f} angstrom, angle = {ANGLE:.1f} degrees")
print(f"Basis functions: {mol.nao}, correlated orbitals: {NORB}")
print(f"Determinants (all symmetries): full CI {full_space.sum()}, "
      f"MRCISD {mrci_space.sum()}")
print(f"Determinants (all symmetries): CISD {cisd_space.sum()}, "
      f"CAS {cas_space.sum()}")
for factor, rec in zip(FACTORS, records):
    print(f"R = {factor:.1f} R_e = {rec['r']:.2f} angstrom: "
          f"E(full CI) = {rec['fci']:.6f} hartree")
    for name in METHODS:
        e = rec["energies"][name]
        print(f"  {name}: E = {e:.6f} hartree, "
              f"error = {1000 * (e - rec['fci']):.3f} millihartree")
    print(f"  weight of RHF determinant in full CI = {rec['w_rhf']:.4f}")
    for name, (weight, bound) in rec["omitted"].items():
        print(f"  {name}: omitted weight = {weight:.6f}, "
              f"error bound = {1000 * bound:.3f} millihartree")
    print(f"  RHF orbital gap = {rec['gap']:.4f} hartree")
    print(f"  (T) energy = {1000 * rec['triples']:.3f} millihartree; "
          f"with gap of R_e = {1000 * rec['shifted']:.3f} millihartree")
for name in METHODS:
    print(f"NPE {name} = {1000 * npe[name]:.3f} millihartree "
          f"= {to_kcal * npe[name]:.2f} kcal/mol")
print("every check passed")
```

Output:

```
H2O, 6-31G: R_e = 0.96 angstrom, angle = 104.5 degrees
Basis functions: 13, correlated orbitals: 12
Determinants (all symmetries): full CI 245025, MRCISD 24975
Determinants (all symmetries): CISD 1425, CAS 225
R = 1.0 R_e = 0.96 angstrom: E(full CI) = -76.120140 hartree
  RHF: E = -75.983940 hartree, error = 136.200 millihartree
  CISD: E = -76.113356 hartree, error = 6.784 millihartree
  CCSD: E = -76.118621 hartree, error = 1.519 millihartree
  CCSD(T): E = -76.119613 hartree, error = 0.527 millihartree
  CASSCF: E = -76.039327 hartree, error = 80.813 millihartree
  MRCISD: E = -76.118681 hartree, error = 1.459 millihartree
  weight of RHF determinant in full CI = 0.9549
  CISD: omitted weight = 0.001249, error bound = 7.174 millihartree
  CASSCF: omitted weight = 0.025116, error bound = 81.445 millihartree
  MRCISD: omitted weight = 0.000247, error bound = 1.501 millihartree
  RHF orbital gap = 0.7044 hartree
  (T) energy = -0.992 millihartree; with gap of R_e = -0.992 millihartree
R = 1.5 R_e = 1.44 angstrom: E(full CI) = -75.990641 hartree
  RHF: E = -75.794504 hartree, error = 196.138 millihartree
  CISD: E = -75.970821 hartree, error = 19.820 millihartree
  CCSD: E = -75.985068 hartree, error = 5.574 millihartree
  CCSD(T): E = -75.989543 hartree, error = 1.098 millihartree
  CASSCF: E = -75.914081 hartree, error = 76.560 millihartree
  MRCISD: E = -75.989065 hartree, error = 1.577 millihartree
  weight of RHF determinant in full CI = 0.8644
  CISD: omitted weight = 0.007095, error bound = 22.437 millihartree
  CASSCF: omitted weight = 0.026200, error bound = 77.659 millihartree
  MRCISD: omitted weight = 0.000274, error bound = 1.624 millihartree
  RHF orbital gap = 0.5581 hartree
  (T) energy = -4.476 millihartree; with gap of R_e = -4.019 millihartree
R = 2.0 R_e = 1.92 angstrom: E(full CI) = -75.878879 hartree
  RHF: E = -75.586706 hartree, error = 292.173 millihartree
  CISD: E = -75.825292 hartree, error = 53.587 millihartree
  CCSD: E = -75.869038 hartree, error = 9.841 millihartree
  CCSD(T): E = -75.883920 hartree, error = -5.041 millihartree
  CASSCF: E = -75.811160 hartree, error = 67.719 millihartree
  MRCISD: E = -75.877398 hartree, error = 1.481 millihartree
  weight of RHF determinant in full CI = 0.6227
  CISD: omitted weight = 0.042581, error bound = 64.764 millihartree
  CASSCF: omitted weight = 0.023356, error bound = 68.773 millihartree
  MRCISD: omitted weight = 0.000260, error bound = 1.528 millihartree
  RHF orbital gap = 0.3966 hartree
  (T) energy = -14.882 millihartree; with gap of R_e = -11.677 millihartree
NPE RHF = 155.973 millihartree = 97.87 kcal/mol
NPE CISD = 46.803 millihartree = 29.37 kcal/mol
NPE CCSD = 8.322 millihartree = 5.22 kcal/mol
NPE CCSD(T) = 6.139 millihartree = 3.85 kcal/mol
NPE CASSCF = 13.094 millihartree = 8.22 kcal/mol
NPE MRCISD = 0.118 millihartree = 0.07 kcal/mol
every check passed
```
